Gauge covariance of ultrasoft pseudopotentials in a uniform magnetic field, part 2

One spinless electron in a fixed potential V and a uniform field B is described by an ultrasoft pseudopotential, Hψ = εSψ, with ψ the smooth function (tilde dropped). Units are Hartree atomic, charge −1, B in ħ/(ea₀²); p = −i∇, A_O = ½B×(r − O), L_O = (r − O)×p, L_R = (r − R)×p. At zero field

H⁰ = ½p² + V_loc + Σ_R V_R,  V_R = Σ_nm |β_n⟩D⁰_nm⟨β_m|,
S⁰ = 1 + Σ_R Q_R,  Q_R = Σ_nm |β_n⟩q_nm⟨β_m|.

Site R has all-electron and smooth partial waves φ_n, φ̃_n and projectors β_n, in complete shells, with

q_nm = ⟨φ_n|φ_m⟩ − ⟨φ̃_n|φ̃_m⟩,
D⁰_nm = ⟨φ_n|½p² + V|φ_m⟩ − ⟨φ̃_n|½p² + V_loc|φ̃_m⟩,
D¹_nm = ½B·[⟨φ_n|L_R|φ_m⟩ − ⟨φ̃_n|L_R|φ̃_m⟩],
D²_nm = ⅛[⟨φ_n||B×(r − R)|²|φ_m⟩ − ⟨φ̃_n||B×(r − R)|²|φ̃_m⟩].

The GIPAW transformation from smooth to all-electron functions,

T_B = 1 + Σ_R Σ_n e^{iθ_R}(|φ_n⟩ − |φ̃_n⟩)⟨β_n|e^{−iθ_R},  θ_R = ½r·[(R − O)×B],

assumes partial-wave completeness in the spheres. It dresses the projector terms of H and S with e^{iθ_R}…e^{−iθ_R}. By (e), without needing completeness or separate spheres, O → O′ conjugates both with U = e^{iΛ}, Λ = ½r·[B×(O′ − O)]. From (f),

e^{iθ}K e^{−iθ} = K + i[θ, K] − ½[θ, [θ, K]] + …,
H¹ = ½B·{L_O + Σ_R (R − O)×(1/i)[r, V_R] + Σ_R L_R Q_R},
S¹ = ½B·Σ_R (R − O)×(1/i)[r, Q_R],
H² = ⅛|B×(r − O)|² + Σ_R{−½[θ_R, [θ_R, V_R]] + i[θ_R, ½B·L_RQ_R] + Σ_nm|β_n⟩D²_nm⟨β_m|},
S² = −½Σ_R[θ_R, [θ_R, Q_R]],
v(ε) = (1/i)[r, H⁰ − εS⁰] = p + Σ_R(1/i)[r, V_R − εQ_R].

For one atom with O = R, all phases are 1 and H¹ = ½B·L_R S⁰. On a straight segment from a to b, −∫A_O·dl = ½B·(b̄×ā), bars denoting positions from O.

Write Kⁿ = Hⁿ − εSⁿ, with ε the zero-field level; superscripts on ε and ψ now give the order in B. Problem (g) asks for ε¹, the equation for ψ¹, and ε² of a non-degenerate level, and for the order at which a missing phase can first change such a level.

**Solution.** Insert the series for H, S, ψ and the energy, with ⟨ψ|S⁰|ψ⟩ = 1. The first two orders are

K⁰ψ¹ + (K¹ − ε¹S⁰)ψ = 0,
K⁰ψ² + (K¹ − ε¹S⁰)ψ¹ + (K² − ε¹S¹ − ε²S⁰)ψ = 0.

Projection on ψ removes the first terms because ⟨ψ|K⁰ = 0. The first line gives ε¹ = ⟨ψ|K¹|ψ⟩.

The kernels of V_R and Q_R are real, since complete shells may be spanned by real harmonics with real coefficients, so K⁰ is real and a non-degenerate ψ can be chosen real. Each term of H¹ and S¹ is i times a real operator, because L = −i r×∇ and the commutators carry 1/i. A Hermitian operator iA with real A has A antisymmetric, and ⟨ψ|A|ψ⟩ = 0 for real ψ. Hence ε¹ = 0, term by term, with or without phases. The equations reduce to

K⁰ψ¹ = −K¹ψ,  ε² = ⟨ψ|K²|ψ⟩ + ⟨ψ|K¹|ψ¹⟩.

A multiple of ψ added to ψ¹ does not change ε², as ⟨ψ|K¹|ψ⟩ = 0. A missing phase can change ψ¹ at first order, but the energy of a non-degenerate level no earlier than at order B².

### (h) Origin shift at second order

Show how ψ¹ changes under O → O′ and that ε² does not. Identify the sum rule behind this. For the s state of one atom, find the error made when H is dressed and S is not.

**Solution.** Expanding K′ = UKU† with the series for a conjugated operator, Λ being linear in B,

K¹′ = K¹ + i[Λ, K⁰],  K²′ = K² + i[Λ, K¹] − ½[Λ, [Λ, K⁰]].

Since K⁰ψ = 0, one has i[Λ, K⁰]ψ = −iK⁰Λψ, so K⁰ψ¹′ = −K¹ψ + iK⁰Λψ and

ψ¹′ = ψ¹ + iΛψ

up to a multiple of ψ. This is the first-order term of Uψ. For the energy, ⟨ψ|K¹′ = ⟨ψ|K¹ + i⟨ψ|ΛK⁰, and with K⁰ψ¹ = −K¹ψ,

⟨ψ|K¹′|ψ¹′⟩ = ⟨ψ|K¹|ψ¹⟩ + i⟨K¹Λ⟩ − i⟨ΛK¹⟩ − ⟨ΛK⁰Λ⟩.

The double commutator is Λ²K⁰ − 2ΛK⁰Λ + K⁰Λ², whose outer terms have zero expectation value, so

⟨K²′⟩ = ⟨K²⟩ + i⟨ΛK¹⟩ − i⟨K¹Λ⟩ + ⟨ΛK⁰Λ⟩.

The extra terms cancel in pairs, and ε²′ = ε².

The terms quadratic in Λ express −½⟨[x, [x, K⁰]]⟩ = ⟨xK⁰x⟩ for a Cartesian coordinate x. On the left, [x, [x, ½p²]] = [x, ip_x] = −1, and its expectation value is −⟨ψ|ψ⟩, the plain norm of the smooth function. On the right, expand xψ = Σ_kψ_k⟨ψ_k|S⁰x|ψ⟩ to get Σ_k(ε_k − ε)|⟨ψ_k|S⁰x|ψ⟩|², and use ⟨ψ_k|v_x(ε)|ψ⟩ = i(ε_k − ε)⟨ψ_k|S⁰x|ψ⟩. Then

Σ_{k≠ψ} |⟨ψ_k|v_x(ε)|ψ⟩|²/(ε_k − ε) = ½⟨ψ|ψ⟩ − ½Σ_R⟨[x, [x, V_R − εQ_R]]⟩.

This is the Thomas–Reiche–Kuhn sum rule for the generalized problem. The paramagnetic sum built from v(ε) cancels the growth of the diamagnetic term with the distance of the origin when the Q_R commutators stand on both sides.

For the error, take one atom with V_loc spherical about R, H dressed and S = 1 + Q_R. Conjugating both operators with e^{−iθ_R} leaves the levels unchanged, puts H in the gauge centred on R, and gives S the inverse phase, so that S¹ = −i[θ_R, Q_R] and S² = −½[θ_R, [θ_R, Q_R]]. Now H¹ = ½B·L_RS⁰, which annihilates an s state because S⁰ψ is again an s function. Thus K¹ψ = −εS¹ψ = iε[θ_R, Q_R]ψ and ψ¹ = −GK¹ψ, with G = Σ_{k≠ψ}|ψ_k⟩⟨ψ_k|/(ε_k − ε). The correct value is ⟨H²⟩, and the error in ε² is

δε² = (ε/2)⟨[θ_R, [θ_R, Q_R]]⟩ − ε²⟨w|G|w⟩,  w = [θ_R, Q_R]ψ.

Both terms are quadratic in θ_R, and isotropy removes the dependence on direction, so δε² is proportional to |B×(R − O)|². The error also depends on the zero of energy: adding a constant c to V_loc and cq to D⁰ leaves G and ψ unchanged and replaces ε by ε + c in the prefactors.

### (i) The form with r× commutators

Rewrite K¹ in terms of (r − O)×v(ε), and find the kernel phase whose first-order expansion gives (r − O)×(1/i)[r, ·] with no further term.

**Solution.** Let W_R = V_R − εQ_R and u = r − R. Writing R − O = (r − O) − u, with the position operators standing to the left of the commutator,

(R − O)×(1/i)[r, W_R] = (r − O)×(1/i)[r, W_R] − u×(1/i)[r, W_R].

The first piece, summed over R and added to L_O = (r − O)×p, is (r − O)×v(ε). Therefore

K¹ = ½B·{(r − O)×v(ε) − Σ_R u×(1/i)[r, W_R] + Σ_R L_RQ_R}.

The kernel of (r − O)×(1/i)[r, W] is (1/i) r̄×(r̄ − r̄′)W(r, r′) = i r̄×r̄′ W(r, r′), with bars for positions measured from O, because r̄×r̄ = 0 and −1/i = i. Multiplied by ½B, this is the first-order term of W(r, r′)exp[(i/2)B·(r̄×r̄′)], and by the segment formula −∫A_O·dl = ½B·(b̄×ā) for a path from a to b, this is the phase along the straight line from r′ to r. It is covariant too: with Δ = O′ − O,

(r̄ − Δ)×(r̄′ − Δ) = r̄×r̄′ − (r − r′)×Δ,  −½B·[(r − r′)×Δ] = ½(r − r′)·(B×Δ) = Λ(r) − Λ(r′).

The two phases are related by putting r̄ = R̄ + u and r̄′ = R̄ + u′:

r̄×r̄′ = R̄×u′ + u×R̄ + u×u′ = (r − r′)×R̄ + u×u′.

The straight-line phase is the GIPAW phase plus ½B·(u×u′), the flux through the triangle R, r, r′, which is independent of O. Covariance fixes how the phase depends on the origin and leaves such on-site terms open. The transformation T_B fixes them: under completeness the first-order operator is the R× form with L_RQ_R, and ½B·(r − O)×v(ε) alone differs from it by the on-site commutator term minus ½B·L_RQ_R.

### (j) The orbital Zeeman shift

For one spherical atom and B along z, find the shift of a state with magnetic quantum number m, with and without L_RQ_R.

**Solution.** By covariance the gauge may be centred on the atom, where all phases are 1 and

H = H⁰ + ½B L_z S⁰ + H²,  S = S⁰.

All terms commute with L_z, so in the sector m the equation is (H⁰ + H²)ψ = (E − mB/2)S⁰ψ. The operators H⁰, H² and S⁰ are real, and complex conjugation maps the sector m on −m, so E − mB/2 is the same function of B² for m and −m. The pair splits by |m|B at any field, as in the all-electron atom, where the same argument holds with S⁰ = 1. Without L_RQ_R the first-order shift is ½Bm⟨ψ|ψ⟩. For a reference state ψ = φ̃ with ⟨φ|φ⟩ = 1 the plain norm is 1 − q, and the shift is reduced to m(1 − q)B/2.

### (k) A model data set

Take a two-dimensional atom in the plane normal to B, with V = ρ²/2 and ρ the distance from the site. Find its lowest levels for m = 0, ±1 in the field. Build one ultrasoft projector per channel from φ̃ = φ(1 − a e^{−ηρ²}) and V_loc = V + V₀e^{−ηρ²}, with a = 0.5, η = 0.5 bohr⁻², V₀ = 1 Ha, and evaluate q, D⁰, D¹, D².

**Solution.** Let P = (x ± iy)^|m|, which is harmonic and homogeneous of degree |m|. Then r·∇P = |m|P, ∇e^{−γρ²} = −2γr e^{−γρ²}, and ∇²e^{−γρ²} = (4γ²ρ² − 4γ)e^{−γρ²} in two dimensions. For g = Pe^{−γρ²} the product rule gives

½p²g = [2γ(|m| + 1) − 2γ²ρ²]g.

In the centred gauge H_AE = ½p² + ½Ω²ρ² + ½BL_z with Ω² = 1 + B²/4. The choice γ = Ω/2 cancels the ρ² terms and yields the Fock–Darwin levels

E_m = (|m| + 1)√(1 + B²/4) + mB/2 = (|m| + 1)(1 + B²/8 − B⁴/128 + …) + mB/2.

The B² coefficients are c₂(s) = 0.125 and c₂(p) = 0.25 Ha/au², and at B = 0, φ = Pe^{−ρ²/2}/√π with ε = 1 Ha (s) and 2 Ha (p). These are the solved levels of the model Hamiltonian and describe no real atom.

The Vanderbilt construction sets χ = (ε − ½p² − V_loc)φ̃, b = ⟨φ̃|χ⟩, β = χ/b and D⁰ = b + εq. Then ⟨β|φ̃⟩ = 1 and

H⁰φ̃ = εφ̃ − χ + (b + εq)β = ε(φ̃ + qβ) = εS⁰φ̃,

so the reference levels are reproduced. This D⁰ equals the one-centre difference, ε − [ε(1 − q) − b] = b + εq.

With t = ρ², d²r/π → dt after the angular integral, and ∫tᵏe^{−αt}dt = k!/α^{k+1}. The density is |φ|² → t^|m|e^{−t}, and 1 − (1 − ae^{−ηt})² = 2ae^{−ηt} − a²e^{−2ηt}, so for |m| ≤ 1

q = 2a/(1 + η)^{|m|+1} − a²/(1 + 2η)^{|m|+1},
q_s = 1/1.5 − 0.25/2 = 0.541667,  q_p = 1/1.5² − 0.25/2² = 0.381944.

One more power of t gives D², quoted per B²:

D²_s = ⅛(1/1.5² − 0.25/2²) = 0.047743,  D²_p = ⅛·2(1/1.5³ − 0.25/2³) = 0.066262 Ha/au².

For m = +1, D¹ per B is q_p/2 = 0.190972 Ha/au, and it is zero for s.

For b write φ̃ = φ − ag with γ = ½ + η = 1. Since (ε − ½p² − V)φ = 0,

χ = −V₀e^{−ηt}φ̃ − a[ε − 2γ(|m| + 1) + 2γ²t − t/2]g.

In the s channel, dropping 1/√π, φ̃ = e^{−t/2} − ½e^{−t} and the bracket is −1 + 3t/2, so χ = −½e^{−t} + ½e^{−3t/2} − ¾te^{−t}. Then

b_s = (−0.5/1.5 + 0.5/2 − 0.75/1.5²) − ½(−0.5/2 + 0.5/2.5 − 0.75/2²) = −0.297917 Ha.

In the p channel the bracket is −2 + 3t/2, χ = P(½e^{−3t/2} − ¾te^{−t}), and with the weight t from |P|²,

b_p = (0.5/2² − 1.5/1.5³) − ½(0.5/2.5² − 1.5/2³) = −0.265694 Ha.

Hence D⁰_s = −0.297917 + 0.541667 = 0.243750 Ha and D⁰_p = −0.265694 + 2×0.381944 = 0.498194 Ha.

The augmentation has Gaussian tails in place of a sharp radius, and one projector per channel is not complete. For the reference states the B² coefficient is nevertheless reproduced. By (j) the linear term is a shift within each sector, so the B² term is ⟨φ̃|ρ²/8|φ̃⟩ + D² = ⟨φ|ρ²/8|φ⟩ by the definition of D². The B⁴ term involves the higher states of the sector, which the data set was not built to reproduce.

### (l) What the phases do in the model

The generalized problem is diagonalized on a sinc grid (spacing 0.42 bohr, radius 5.4 bohr, 517 points) with explicit ½BL_O and A_O² terms, for a gauge origin at distance d = 0, 1.5 or 3.0 bohr from the atom. The coefficients c₂ are extracted from fields 0.01 and 0.02 au in the combination that removes B⁴. Interpret the B² coefficients, the Zeeman slopes, the levels at B = 0.2 au and a two-site version of the model.

**Solution.** With phases in both operators, c₂(s) = 0.125000, c₂(p) = 0.250000 Ha/au² and the slope for m = +1 is 0.500000 Ha/au at d = 0 and at d = 3.0. At d = 3.0 the diamagnetic term alone holds an extra d²/8 = 1.125 Ha/au² times the plain norm, and the terms of (h) remove it.

With phases in H but not in S,

d = 3.0: 0.368993 − 0.125000 = 0.243993 Ha/au²,
d = 1.5: 0.185998 − 0.125000 = 0.060998 Ha/au².

The ratio is 4.000 = (3.0/1.5)², the scaling derived in (h), and the error is 0.02711 Ha/au² per bohr² of d². At d = 3.0 it is 195% of the correct c₂(s). With no phases at all, c₂(s) = 0.400037, an error of 0.275037 Ha/au² or 220% of the correct value. With the energy zero of this model (ε = 1 Ha for s), dressing H alone removes about 11% of the error made without phases. This fraction is set by the energy zero: by (h) the error with H alone dressed carries the factors ε and ε² and vanishes for ε = 0, whereas without phases the shift of (h) adds cS to H exactly and leaves the error unchanged. The formula for ε² in (g), evaluated with the corresponding commutator terms dropped, gives the same three values as the diagonalization. With 1 Ha = 27.211386 eV and 1 au = 2.350518×10⁵ T, the factor is 27.211386/(2.350518×10⁵)² eV/T², and c₂(s) is 61.6 peV/T² (both phases), 181.7 peV/T² (H alone) and 197.0 peV/T² (none).

For the slopes, ⟨H¹ − εS¹⟩ in φ̃ with m = +1 at d = 3.0 is 0.500000 Ha/au, or 0.5×27.211386/2.350518×10⁵ eV/T = 57.88 μeV/T, which is the Bohr magneton. Without L_RQ_R,

(1 − 0.381944)/2 = 0.309028 Ha/au = 35.78 μeV/T,

which is too small by the fraction q_p, 38% of the correct slope.

For the straight-line phase the on-site term of (i) is needed. Its kernel per B is (i/2)(u_x u′_y − u_y u′_x)W(r, r′). Parity makes ⟨φ̃₊|u|β_p⟩ vanish, so the s projector alone contributes, with W_s = D⁰_s − 2q_s = 0.243750 − 1.083334 = −0.83958 Ha. Let A = ⟨β_s|u_x|φ̃₊⟩, which is real because φ̃₊ = (u_x + iu_y)f(ρ) and the integral of u_xu_y f β_s vanishes. Likewise ⟨β_s|u_y|φ̃₊⟩ = iA. The expectation value is

(i/2)W_s[A·iA − (−iA)·A] = −W_sA²,

positive because W_s is negative. Its computed value is 0.427999 Ha/au. From (i), ½⟨(r − O)×v⟩ = 0.500000 + 0.427999 − 0.190972 = 0.737027 Ha/au, and diagonalization with the straight-line phase in H and S gives 0.737040 Ha/au (85.3 μeV/T), 47% above the correct slope. This slope is the p splitting divided by 2B at the single field 0.01 au. Complex conjugation turns the problem at B into that at −B and exchanges m = ±1, so the splitting is odd in B and the slope so taken differs from the first-order value by a term of order B². This term accounts for the remaining difference, 1.2×10⁻⁵ Ha/au before rounding: at 0.02 au the slope is 0.737077 Ha/au, four times as far from the first-order value, and the two slopes extrapolate to 0.737027 Ha/au at zero field. Adding L_RQ_R would move the value further up, to 0.737027 + 0.190972 = 0.927999. The size of the on-site term belongs to this data set.

At B = 0.2 au and d = 3.0 the pseudo levels are 1.004994, 1.909985, 2.109985 Ha, against Fock–Darwin 1.004988, 1.909975, 2.109975 Ha. The p splitting is 0.200000 Ha = B, as (j) requires. The deviations, 6×10⁻⁶ Ha (s) and 1.0×10⁻⁵ Ha (p), are roughly half of the B⁴ terms, 0.2⁴/128 = 1.25×10⁻⁵ Ha and twice that, consistent with agreement through B² and not beyond.

The two-site model keeps ρ²/2 centred on the coordinate origin and places the bump and the same projectors at (−1.2, 0.4) and (0.8, 0.8) bohr. It has no all-electron counterpart and its projectors overlap, but by (e) covariance does not need either. The ground level is 1.054491 Ha with a gap of 0.768024 Ha, so (g) applies. With both phases c₂ = 0.126480 Ha/au² for O = (0, 0) and O = (−2.4, −1.8) bohr, by diagonalization and by perturbation theory. With H alone dressed and the shifted origin, c₂ = 0.201129, an error of 0.074649 Ha/au² or 59% of the covariant value. The change of ψ¹ per unit field should be iΛψ with its ψ component removed, a vector of norm 0.7727 au⁻¹. The mismatch is 0.4653 au⁻¹ without S¹, 60% of that norm, and 1.3×10⁻¹⁴ with it. The second figure is at rounding level because [x, ½p²] = ip_x holds as a matrix identity on this grid: the off-diagonal kinetic element (−1)^{j−k}/(h²(j − k)²) times x_j − x_k = h(j − k) is the derivative element (−1)^{j−k}/(h(j − k)). The numerical check that follows also tests H¹, S¹, H², S² against finite differences of the dressed operators, and the three-dimensional vector identities symbolically.

Numbers as computed

```
grid: h = 0.42 bohr, radius = 5.4 bohr, points = 517
model: a = 0.5, eta = 0.5 bohr^-2, V0 = 1.0 Ha, omega = 1 Ha
s: eps = 1.0 Ha, q = 0.541667, b = -0.297917 Ha
s: D0 = 0.243750 Ha, D1 = 0.000000 Ha/au, D2 = 0.047743 Ha/au^2
p: eps = 2.0 Ha, q = 0.381944, b = -0.265694 Ha
p: D0 = 0.498194 Ha, D1 = 0.190972 Ha/au, D2 = 0.066262 Ha/au^2
atom levels at B=0: 1.0000000 2.0000000 2.0000000 Ha
origins (0.0, 0.0), (-1.2, -0.9), (-2.4, -1.8) bohr; distances 0, 1.5, 3.0 bohr
fields for derivatives: 0.01, 0.02 au
Fock-Darwin c2(s) = 0.125000 Ha/au^2
Fock-Darwin c2(p) = 0.250000 Ha/au^2
full phases, d=0.0: c2(s) = 0.125000, c2(p) = 0.250000 Ha/au^2, slope = 0.500000 Ha/au
full phases, d=3.0: c2(s) = 0.125000, c2(p) = 0.250000 Ha/au^2, slope = 0.500000 Ha/au
phases H only, d=3.0: c2(s) field = 0.368993, perturbation = 0.368993 Ha/au^2
phases H only, d=1.5: c2(s) field = 0.185998, perturbation = 0.185998 Ha/au^2
phases none, d=3.0: c2(s) field = 0.400037, perturbation = 0.400037 Ha/au^2
error ratio d=3.0 / d=1.5 = 4.000000 (dimensionless)
slope without L_R Q_R = 0.309028 Ha/au
<H1 - eps S1> for m=+1 = 0.500000 Ha/au
slope, straight-line phase (field) = 0.737040 Ha/au
<(r-O) x v>/2 = 0.737027 Ha/au
on-site commutator term = 0.427999 Ha/au
B = 0.2 au, d=3.0, pseudo: 1.004994 1.909985 2.109985 Ha
B = 0.2 au, Fock-Darwin: 1.004988 1.909975 2.109975 Ha
two sites at (-1.2, 0.4), (0.8, 0.8) bohr
two-site ground level = 1.054491 Ha
two-site gap = 0.768024 Ha
two-site c2 full, field: O=0 0.126480, O shifted 0.126480 Ha/au^2
two-site c2 full, perturbation: 0.126480, 0.126480 Ha/au^2
two-site c2 H only, O shifted: field 0.201129, perturbation 0.201129 Ha/au^2
|d psi1 - i Lambda psi|: full 1.3e-14, H only 0.4653, |target| 0.7727 1/au
1 au of B = 2.350518e+05 T, 1 Ha = 27.211386 eV
slope GIPAW = 57.884 micro-eV/T
slope no L_R Q_R = 35.775 micro-eV/T
slope straight line = 85.325 micro-eV/T
c2(s) full = 61.565 peV/T^2
c2(s) H only d=3.0 = 181.736 peV/T^2
c2(s) none d=3.0 = 197.026 peV/T^2
```
